The quantum-classical Liouville equation and the conditions for its exactness

**First half: from the von Neumann equation to a phase-space equation**

A quantum subsystem with a finite number of states interacts with a bath of N distinguishable coordinates. The Hamiltonian is

H = Σ_j P̂_j²/(2M_j) + V(R̂).

For each value of the bath positions R = (R₁,…,R_N), V(R) is a Hermitian operator on the subsystem. It contains the Hamiltonian of the isolated subsystem, the potential energy of the bath and the coupling. It is assumed to be a smooth function of R. The density operator ρ of the whole obeys the von Neumann equation

∂ρ/∂t = −(i/ħ)(Hρ − ρH).

The bath alone is to be described in phase space. Its kernel ⟨x|ρ|y⟩, taken between bath position states, is still an operator on the subsystem. Write x = R − z/2 and y = R + z/2, so that R is the mean position and z = y − x the difference. The partial Wigner transform is

ρ_W(R,P) = (2πħ)^(−N) ∫dz e^{iP·z/ħ} ⟨R−z/2|ρ|R+z/2⟩.

Here R and P are numbers, while ρ_W is an operator on the subsystem. The order of subsystem operators must therefore be kept throughout. Kernels are assumed to fall off fast enough at large |z| for boundary terms to vanish.

**(a) How are subsystem averages obtained from ρ_W? What do multiplication of the kernel by z_j and differentiation with respect to z_j become after the transform?**

Solution. Integrate ρ_W over P. The exponential gives

∫dP e^{iP·z/ħ} = (2πħ)^N δ(z),

which cancels the prefactor and sets z = 0:

∫dP ρ_W(R,P) = ⟨R|ρ|R⟩.

A further integral over R is the trace over the bath. The reduced density operator of the subsystem is thus

ρ_s = ∫dR dP ρ_W(R,P),

and a subsystem operator A has the average Tr(Aρ_s).

For the first rule, differentiate the exponential with respect to P_j:

∂e^{iP·z/ħ}/∂P_j = (i z_j/ħ) e^{iP·z/ħ}.

Multiplying by −iħ gives z_j e^{iP·z/ħ}. A factor z_j in the kernel therefore becomes −iħ ∂/∂P_j acting on ρ_W.

For the second rule, integrate by parts. The derivative ∂/∂z_j moves from the kernel to the exponential with a change of sign and produces −iP_j/ħ. In short,

z_j → −iħ ∂/∂P_j,

∂/∂z_j → −iP_j/ħ.

**(b) Transform the kinetic part of the von Neumann equation.**

Solution. Take one bath coordinate; the others add in the same way. In the position representation the kinetic energy acts on x when it stands left of ρ, and on y when it stands right of ρ. Its contribution to the rate of change of the kernel is

−(i/ħ)(−ħ²/2M)(∂²/∂x² − ∂²/∂y²)⟨x|ρ|y⟩.

From R = (x+y)/2 and z = y − x, the chain rule gives

∂/∂x = ½∂/∂R − ∂/∂z,

∂/∂y = ½∂/∂R + ∂/∂z.

In the difference of the squares the terms ¼∂²/∂R² and ∂²/∂z² cancel. The cross terms are −∂²/∂R∂z from the first square and −∂²/∂R∂z from the subtracted second one:

∂²/∂x² − ∂²/∂y² = −2 ∂²/∂R∂z.

The prefactors combine to (iħ/2M)(−2) = −iħ/M, so the contribution is −(iħ/M)∂²/∂R∂z. Replacing ∂/∂z by −iP/ħ gives

−(iħ/M)(−iP/ħ) ∂ρ_W/∂R = −(P/M) ∂ρ_W/∂R.

For all coordinates together the kinetic part is

−Σ_j (P_j/M_j) ∂ρ_W/∂R_j.

Nothing has been neglected. This is the streaming of a classical density whose points move with velocity P_j/M_j.

**(c) Write the potential part without approximation. Then keep terms up to first order in z, and cast the resulting equation for ρ_W in terms of commutators and Poisson brackets.**

Solution. V is evaluated at x when it stands on the left of ρ and at y when it stands on the right. With ρ(R,z) short for the kernel, the potential part is

−(i/ħ)[V(R−z/2) ρ(R,z) − ρ(R,z) V(R+z/2)].

This is still exact. The Taylor expansion to first order is

V(R∓z/2) ≈ V(R) ∓ ½ Σ_j z_j ∂V/∂R_j.

The zeroth-order terms form the commutator −(i/ħ)[V(R),ρ]. In the first-order terms, the minus sign from the left factor and the minus sign in front of the right factor are alike:

−(i/ħ)(−½) Σ_j z_j (∂V/∂R_j ρ + ρ ∂V/∂R_j).

The prefactor is i/(2ħ). Replacing z_j by −iħ∂/∂P_j turns it into (i/2ħ)(−iħ) = ½. With the kinetic part of (b) the truncated equation is

∂ρ_W/∂t = −(i/ħ)[V,ρ_W] − Σ_j (P_j/M_j) ∂ρ_W/∂R_j
  + ½ Σ_j (∂V/∂R_j ∂ρ_W/∂P_j + ∂ρ_W/∂P_j ∂V/∂R_j).   (1)

To find the bracket form, let H_W = Σ_j P_j²/(2M_j) + V(R), with R and P as numbers, and define

{A,B} = Σ_j (∂A/∂R_j ∂B/∂P_j − ∂A/∂P_j ∂B/∂R_j)

with the operator order as written. Then

{H_W,ρ_W} = Σ_j (∂V/∂R_j ∂ρ_W/∂P_j − (P_j/M_j) ∂ρ_W/∂R_j),

{ρ_W,H_W} = Σ_j ((P_j/M_j) ∂ρ_W/∂R_j − ∂ρ_W/∂P_j ∂V/∂R_j).

Half the difference of these two lines reproduces the streaming and force terms of (1). The kinetic energy in H_W is a number and drops out of the commutator. Hence

∂ρ_W/∂t = −(i/ħ)[H_W,ρ_W] + ½({H_W,ρ_W} − {ρ_W,H_W}).

This is the quantum-classical Liouville equation, abbreviated QCLE.

Its meaning is clearest in a fixed subsystem basis in which ∂V/∂R_j is diagonal, where such a basis exists. If F_a and F_b are the forces −∂V/∂R_j in states a and b, the force term for the element ab is −½(F_a+F_b)∂ρ_ab/∂P_j. A population moves under the force of its own state, and a coherence moves under the mean of two forces. The commutator adds the quantum phases and the transitions.

If V is a number for every R, the commutator vanishes and (1) is the classical Liouville equation. If V is the sum of a subsystem operator and a bath potential, without coupling, integration of (1) over R and P leaves the von Neumann equation of the isolated subsystem.

**(d) For a general V the truncation is an approximation. Which ratio controls it when the bath is heavy?**

Solution. Let all bath masses be M, let m be the mass of a light subsystem particle and ε a typical subsystem energy. Measure bath positions in the length λ = ħ/√(mε), bath momenta in √(Mε) and time in ħ/ε:

R = λr, P = √(Mε) p, t = ħτ/ε, V = εu(r).

By rule (a), each power of z in the Taylor series brings one derivative of V with respect to R and one factor ħ∂/∂P. In the new variables this pair carries the factor

ħ/(λ√(Mε)) = √(mε)/√(Mε) = √(m/M) ≡ μ.

The streaming term, multiplied by ħ/ε to convert the time derivative, carries

(ħ/ε)(√(Mε)/M)(1/λ) = (ħ/ε)√(ε/M) √(mε)/ħ = √(m/M) = μ.

For one coordinate the scaled equation is therefore

∂ρ_W/∂τ = −i[u,ρ_W] + μ{−p ∂ρ_W/∂r + ½(u′ ∂ρ_W/∂p + ∂ρ_W/∂p u′)} + terms of order μ²,

where the curly brackets only group terms. The QCLE keeps the orders μ⁰ and μ¹ of the generator.

The estimate assumes that u and ρ_W vary smoothly on the scale of one unit of r and p. The phases produced by the commutator depend on r, so ρ_W can acquire finer structure as time passes. A small mass ratio is then no guarantee of accuracy at long times.

**(e) For one bath coordinate, find the second-order and third-order terms that (1) leaves out.**

Solution. The term of order n in the exact potential part is

−(i/ħ)(1/n!)[(−z/2)ⁿ V⁽ⁿ⁾ρ − (z/2)ⁿ ρV⁽ⁿ⁾],

where V⁽ⁿ⁾ is the nth derivative. For n = 2 both powers are z²/4, and division by 2! gives 1/8. The operators form a commutator:

−(i/8ħ)[V″, z²ρ].

By rule (a), z² becomes (−iħ)²∂²/∂P² = −ħ²∂²/∂P². The second-order term is

T₂ = (iħ/8)[V″, ∂²ρ_W/∂P²].

For n = 3 the left factor carries (−z/2)³ = −z³/8. The right factor carries +z³/8 and is subtracted. Both contributions are negative, and division by 3! gives 1/48:

−(i/ħ)(−1/48)(V‴z³ρ + z³ρV‴) = (i/48ħ)(V‴z³ρ + z³ρV‴).

Now z³ becomes (−iħ)³∂³/∂P³ = iħ³∂³/∂P³, and i·i = −1:

T₃ = −(ħ²/48)(V‴ ∂³ρ_W/∂P³ + ∂³ρ_W/∂P³ V‴).

If V‴ is a number, the two terms are equal and T₃ = −(ħ²/24)V‴∂³ρ_W/∂P³.

The two orders differ in kind. T₂ vanishes whenever the curvature V″ commutes with ρ_W, and in particular when V″ is a number. T₃ contains an anticommutator, so a nonzero number V‴ does not make it vanish.

**(f) The bath is harmonic and each coordinate couples linearly to a subsystem operator. What error does the QCLE make?**

Solution. Such a Hamiltonian has

V(R) = h + Σ_j C_j R_j + v(R),

v(R) = ½ Σ_jk K_jk R_j R_k.

Here h and the C_j are Hermitian subsystem operators and K is a real symmetric matrix of numbers. For independent oscillators K_jj = M_jω_j². The C_j need not commute with h or with each other.

V is a quadratic polynomial in R, so its Taylor expansion ends at second order:

V(R−z/2) = V(R) − ½ Σ_j z_j ∂V/∂R_j + (1/8) Σ_jk K_jk z_j z_k,

V(R+z/2) = V(R) + ½ Σ_j z_j ∂V/∂R_j + (1/8) Σ_jk K_jk z_j z_k.

The coupling has contributed nothing to the last terms, because it is linear in R. These last terms are equal, and they are numbers. Their contribution to the exact potential part is

−(i/ħ)(1/8) Σ_jk K_jk z_j z_k (ρ − ρ) = 0.

The zeroth and first orders are what (1) keeps, and the kinetic part was exact from the start. The error is zero: for this Hamiltonian the QCLE is the von Neumann equation written in other variables. The transform can be inverted by a Fourier integral over P, so no information is lost either.

The proof uses no small quantity. It holds for any mass ratio, coupling strength, temperature and number of modes, and for any subsystem Hamiltonian h. It also covers the coupling written as a displaced oscillator, since

½Mω²[R − C/(Mω²)]² = ½Mω²R² − CR + C²/(2Mω²),

where the last term is a subsystem operator and belongs to h.

The result concerns the equation of motion. The initial ρ_W must still be the true partial Wigner transform of the initial state. A classical bath at zero temperature would rest at one point of phase space, whereas the Wigner function of an oscillator ground state has a finite width in R and in P.

**Second half: the limits of exactness, and a two-level example**

The symbols are those of the first half. V(R) is the subsystem operator in H = Σ_j P̂_j²/(2M_j) + V(R̂), and ρ_W(R,P) is the partial Wigner transform of the density operator. The bath kernel is ρ(R,z) = ⟨R−z/2|ρ|R+z/2⟩, and a factor z_j in it becomes −iħ∂/∂P_j on ρ_W. The exact potential part of the equation of motion is −(i/ħ)[V(R−z/2)ρ − ρV(R+z/2)]. The QCLE replaces V(R∓z/2) by V(R) ∓ ½Σ_j z_j∂V/∂R_j. For one coordinate, the first terms it leaves out are

T₂ = (iħ/8)[V″, ∂²ρ_W/∂P²],

T₃ = −(ħ²/24)V‴ ∂³ρ_W/∂P³ when V‴ is a number.

The replacement causes no error when V consists of a subsystem operator, terms linear in R with operator coefficients, and a quadratic polynomial in R with numerical coefficients.

**(g) Are there other smooth V(R) for which the QCLE is exact for every density operator?**

Solution. Put s = z/2 and collect what the QCLE leaves out on each side of ρ:

L(R,s) = V(R−s) − V(R) + s·∂V/∂R,

L′(R,s) = V(R+s) − V(R) − s·∂V/∂R.

The Fourier transform over z can be inverted, so exactness for every ρ requires Lρ(R,z) = ρ(R,z)L′ at every R and z.

For z ≠ 0 the points x = R−s and y = R+s are different. A pure state of the whole can have any subsystem vector χ at x and any vector φ at y, up to normalization of the total state. Its kernel there is |χ⟩⟨φ|, so that

L|χ⟩⟨φ| = |χ⟩⟨φ|L′ for all χ and φ.

Apply both sides to φ, taken with unit length. The result is Lχ = ⟨φ|L′|φ⟩χ. Every vector χ is an eigenvector of L with the same eigenvalue, so L is a number ℓ times the identity. Inserting this gives ℓ⟨φ| = ⟨φ|L′ for every φ, so L′ is the same number times the identity.

Now split V into a traceless operator and a number, V = V₀(R) + v(R). The traceless part of L′ must vanish:

V₀(R+s) = V₀(R) + s·∂V₀/∂R.

Setting R = 0 shows that V₀ is a constant operator plus terms linear in the coordinates.

For the number v, the condition L = L′ reads

v(R+s) − v(R−s) = 2s·∂v/∂R.

Replace s by ηs and differentiate three times with respect to η at η = 0. The left side gives 2(s·∂/∂R)³v. The right side is linear in η and gives zero. Hence (s·∂/∂R)³v = 0 for every direction s. The third derivatives are the coefficients of this cubic form in s, so they all vanish, and v is a polynomial of degree two at most.

There are no other cases. Within the class of smooth V(R), the QCLE is exact for every density operator if and only if

V(R) = h + Σ_j C_j R_j + (a numerical polynomial in R of degree at most two).

A harmonic bath is therefore not sufficient by itself. If the oscillator frequency depends on the subsystem state, each state has a harmonic bath, but the curvature is an operator and the condition is violated.

**(h) Take one mode in units ħ = M = ω = 1 and a two-level system with Pauli matrices σx and σz. Add to an exactly treated V either (g/2)R²σz or λR⁴. What does the QCLE then omit, and how does the omission reach the subsystem?**

Solution. The first addition changes the squared frequency to 1+g in state 1 and 1−g in state 2. The operator part of V″ is gσz, and derivatives beyond the second vanish, so T₂ is the whole omission:

T₂ = (ig/8)[σz, ∂²ρ_W/∂P²].

The commutator with σz has no diagonal elements, and its 12 element is twice that of the matrix. The coherence thus lacks the term (ig/4)∂²ρ₁₂/∂P².

For the quartic addition V‴ = 24λR. The fourth derivative is a number, and its even-order contribution cancels in a commutator. Higher derivatives vanish. The whole omission is

T₃ = −(1/24)(24λR) ∂³ρ_W/∂P³ = −λR ∂³ρ_W/∂P³.

Both omissions are derivatives with respect to P. Their integral over P vanishes at each R, so neither changes ∫dP ρ_W directly. Integration by parts shows that T₂ first affects the moment ∫dP P²ρ_W, and T₃ first affects ∫dP P³ρ_W. The streaming term −P∂ρ_W/∂R then passes the error down, because the rate of change of each momentum moment contains the next higher one. After it has reached ∫dP ρ_W, the R-dependent commutator carries it into the subsystem averages.

**(i) Now consider the linear model**

H = (ε/2)σz + (Δ/2)σx + P̂²/2 + R̂²/2 + cR̂σz.

**Write the QCLE for the elements of ρ_W. Find the initial ρ_W if the subsystem starts in state 1, with σz = +1, and the bath in the oscillator ground state displaced to R₀.**

Solution. Here V = R²/2 + (ε/2+cR)σz + (Δ/2)σx and ∂V/∂R = R + cσz. The required matrix elements are

[σz,ρ]₁₁ = 0, [σz,ρ]₁₂ = 2ρ₁₂,

[σx,ρ]₁₁ = ρ₂₁ − ρ₁₂, [σx,ρ]₁₂ = ρ₂₂ − ρ₁₁.

The symmetrized product ½(σzρ+ρσz) has diagonal elements ρ₁₁ and −ρ₂₂, and its off-diagonal elements are zero. Since ρ_W is Hermitian, ρ₂₁ − ρ₁₂ = −2i Im ρ₁₂. The transition term in the first equation is then −i(Δ/2)(−2i Im ρ₁₂) = −Δ Im ρ₁₂. The full set is

∂ρ₁₁/∂t = −P ∂ρ₁₁/∂R + (R+c) ∂ρ₁₁/∂P − Δ Im ρ₁₂,

∂ρ₂₂/∂t = −P ∂ρ₂₂/∂R + (R−c) ∂ρ₂₂/∂P + Δ Im ρ₁₂,

∂ρ₁₂/∂t = −P ∂ρ₁₂/∂R + R ∂ρ₁₂/∂P − i(ε+2cR)ρ₁₂ − i(Δ/2)(ρ₂₂−ρ₁₁).

The populations move in wells centred at −c and +c. The coherence moves in the mean well, centred at zero, and turns its phase at the local energy difference ε+2cR.

The initial bath wave function is π^(−1/4) exp[−(x−R₀)²/2]. With q = R−R₀, the exponent of the kernel is

−½[(q−z/2)² + (q+z/2)²] = −q² − z²/4.

The Wigner integral needs ∫dz exp(iPz−z²/4) = 2√π exp(−P²). Its prefactors combine to (1/2π)(1/√π)(2√π) = 1/π, so that

ρ₁₁ = (1/π) exp[−(R−R₀)² − P²], ρ₂₂ = ρ₁₂ = 0 at t = 0.

**(j) Solve these equations for ε = 0.5, Δ = 1, c = 0.4 and R₀ = 1 up to t = 10, and compare with the Schrödinger equation.**

Solution. The QCLE was solved on a grid of 72 × 72 points, with R and P from −8 to 8. Derivatives were taken by Fourier transforms. Each time step applies the streaming term for half a step, the remaining terms for a full step and the streaming term for another half step, and each of these parts is integrated without time-step error. If D and G are the generators of the two parts, multiplying out the series shows that e^{kD/2}e^{kG}e^{kD/2} agrees with e^{k(D+G)} through order k², because the symmetric order gives DG and GD the same coefficient k²/2. The error per step is of order k³, so over a fixed time the splitting leaves an error that begins at second order in the step. If a result with step k is X + Ak², the result with step k/2 is X + Ak²/4, and

[4(X + Ak²/4) − (X + Ak²)]/3 = X.

The steps 0.04 and 0.02 were combined in this way.

The Schrödinger equation was solved separately, by diagonalizing H in a basis of 60 oscillator functions for each subsystem state. The Wigner transform of the final state was then computed from its defining integral. The averages ⟨σz⟩ are

t = 2: Schrödinger −0.0437, QCLE −0.0437
t = 4: Schrödinger −0.2740, QCLE −0.2740
t = 6: Schrödinger −0.5172, QCLE −0.5172
t = 8: Schrödinger −0.3111, QCLE −0.3111
t = 10: Schrödinger 0.4424, QCLE 0.4424

At integer times the largest difference in ⟨σz⟩ is 2.8 × 10⁻⁸.

The final ρ_W can be compared element by element over the grid. Relative to the largest magnitude in the Schrödinger result, the greatest difference is 1.28 × 10⁻³ with step 0.04 and 3.19 × 10⁻⁴ with step 0.02. The ratio is 4.0, as a second-order time-step error requires. After extrapolation the difference is 3.5 × 10⁻⁷. What separates the two calculations before extrapolation is thus the time step of the solver.

At t = 10 the element ρ₁₁ is negative in parts of phase space. Its lowest value on the grid is −0.085 in both calculations, compared with the initial maximum 1/π ≈ 0.318. The distribution is no longer a classical probability density, although the populations move under classical forces between transitions. The transition terms, fed by the coherence, make this possible.

**(k) A mean-field calculation starts trajectories from the same initial Wigner function. Each carries a subsystem vector χ and feels the average force of that vector. Is it exact for the linear model?**

Solution. Let Π = |χ⟩⟨χ| and S = ⟨χ|σz|χ⟩ for one trajectory with position R_t and momentum P_t. The mean-field, or Ehrenfest, equations are

dR_t/dt = P_t, dP_t/dt = −R_t − cS, i dχ/dt = V(R_t)χ.

The trajectory contributes fΠ to ρ_W, with f = δ(R−R_t)δ(P−P_t). Differentiating the delta functions gives

∂f/∂t = −P ∂f/∂R + (R+cS) ∂f/∂P.

The vector χ supplies the commutator −i[V,Π]f. The QCLE has the same streaming term and the same commutator, but its force term is

[RΠ + (c/2)(σzΠ+Πσz)] ∂f/∂P.

The rate required by the QCLE minus the mean-field rate is

c[½(σzΠ+Πσz) − SΠ] ∂f/∂P.

To see when this vanishes, write Π = ½(1+n·σ), where n is a unit vector and n_z = S. Since ½(σzΠ+Πσz) = ½(σz+S), the bracket is

½(σz+S) − ½S(1+n·σ) = ½(σz − S n·σ).

It is zero only if n points along +z or −z, that is, if χ is an eigenvector of σz. The trace of the bracket is zero, so mean field moves the total bath density with the right force for each trajectory. It loses the correlation between the force and the subsystem state. The first statement concerns the instantaneous rate only. The lost correlation feeds back in time, so bath averages also go wrong: in the example below ⟨R²⟩ at t = 10 is about 2.0 in mean field against the exact 2.7.

The average over trajectories could in principle remove the discrepancy, so a calculation is needed. Starting points were placed on a uniform 61 × 61 grid, within 5 units of the centre in each variable, and weighted by the initial Wigner function. The equations were integrated with the fourth-order Runge–Kutta method. The averages ⟨σz⟩ are

t = 2: −0.068
t = 4: −0.521
t = 6: −0.195
t = 8: −0.089
t = 10: 0.333

At t = 4 the deviation from the Schrödinger result is −0.521 − (−0.274) = −0.247. The largest deviation at integer times is 0.44. Using 41 instead of 61 points per axis changes the averages at these times by 6.6 × 10⁻⁶ at most, so the sampling is not the cause. An exact equation does not make an approximate way of solving it exact.

**(l) Repeat the comparison of (j) with each addition of (h), using g = 0.2 or λ = 0.05.**

Solution. The parameters, grid, steps and basis size are unchanged. Grid and basis were not refined for these two models, so their numerical error was not measured separately, and the last digit of the errors quoted below is not guaranteed. With the state-dependent frequency, ⟨σz⟩ is

t = 2: Schrödinger 0.003, QCLE 0.001
t = 4: Schrödinger −0.624, QCLE −0.621
t = 6: Schrödinger −0.591, QCLE −0.613
t = 8: Schrödinger −0.476, QCLE −0.470
t = 10: Schrödinger 0.332, QCLE 0.309

With the quartic bath it is

t = 2: Schrödinger −0.123, QCLE −0.121
t = 4: Schrödinger −0.551, QCLE −0.544
t = 6: Schrödinger −0.734, QCLE −0.726
t = 8: Schrödinger −0.098, QCLE −0.118
t = 10: Schrödinger 0.589, QCLE 0.636

The largest absolute errors in ⟨σz⟩ at integer times are 0.022 and 0.068. They are small on the scale from −1 to 1, but far above the 2.8 × 10⁻⁸ of the linear model. Not every subsystem average does as well. At integer times the largest errors in ⟨σx⟩ and ⟨σy⟩ are about 0.03 and 0.02 for the state-dependent frequency, but about 0.16 and 0.23 for the quartic bath.

The final ρ_W is much less accurate. Its greatest error, relative to the largest magnitude in the Schrödinger result, is 0.40 for the state-dependent frequency and 0.58 for the quartic bath. By (h), the omitted terms act first on momentum moments and reach the subsystem indirectly. This delays the error in the subsystem averages but does not keep it small, as ⟨σy⟩ for the quartic bath shows. In these two models, a fair value of ⟨σz⟩ is no evidence that the phase-space distribution behind it is right, and for the quartic bath it does not vouch for the other subsystem averages either.
